\section*{When a flat barrier spectrum gives power-law resistance drift, part 1}

(Sections cited here and not found follow in the second part.)

\section{Result}

Consider a model of an amorphous conductor with metastable centres that relax by thermal activation over barriers $E$, with lifetimes $\tau(E)=\tau_0\,e^{E/kT_a}$ at the anneal temperature $T_a$. Let the barriers be spread with a constant density $G$ (centres per volume and per energy) between $E_{\min}$ and $E_{\max}$, and let $\tau_{\min}=\tau(E_{\min})$ and $\tau_{\max}=\tau(E_{\max})$. For $\tau_{\min}\ll t\ll\tau_{\max}$ the density of relaxed centres is
\begin{equation}
N(t)=G\,\big[E^*(t)+\gamma kT_a-E_{\min}\big],\qquad E^*(t)=kT_a\ln(t/\tau_0),
\label{eq:Nres}
\end{equation}
where $\gamma=0.5772$ is Euler's constant. A flat spectrum therefore gives a relaxed density linear in $\ln t$. It does not by itself give a power law for the resistance. That requires a second property, namely that $\ln R$ be linear in $N$. With a constant $\Lambda=d\ln R/dN$ the exponent is $\nu=\Lambda GkT_a$. The property holds in a model where each unrelaxed centre is an acceptor, the Fermi level is pinned by gap states of constant density $D$, and nondegenerate holes carry the current. There $\Lambda=1/(DkT_r)$, with $T_r$ the temperature at which the resistance is read, and
\begin{equation}
R(t)=R(0)\left(\frac{t}{t_0}\right)^{\nu},\qquad \nu=\frac{G}{D}\,\frac{T_a}{T_r},\qquad t_0=e^{-\gamma}\tau_{\min}.
\label{eq:Rres}
\end{equation}
The exponent does not contain $\tau_0$, $E_{\min}$ or $E_{\max}$. They fix the time window and the prefactor, and the width $E_{\max}-E_{\min}$ also sets the initial number of acceptors, which must be small enough for the Fermi level to stay well above the acceptor level. Energies are in eV, times in s, temperatures in K and densities in cm$^{-3}$; $k$ is Boltzmann's constant.

\section{One barrier}

Take first a set of identical centres. Each has an unrelaxed and a relaxed configuration, separated by a barrier $E$ measured from the unrelaxed side. Three assumptions define the kinetics. The centres are independent. The transition is one-way and of first order. The rate has the Arrhenius form $1/\tau(E)=\tau_0^{-1}e^{-E/kT_a}$ with one prefactor $\tau_0$ for all barriers, which describes passage over the barrier and leaves out tunnelling through it, so the treatment does not extend to temperatures low enough for tunnelling to compete. The second and third assumptions are loosened in Section~\ref{sec:loosen}.

The probability $s$ that a centre is still unrelaxed obeys $ds/dt=-s/\tau$ with $s(0)=1$, so
\begin{equation}
s(E,t)=e^{-x},\qquad x=\frac{t}{\tau(E)} .
\end{equation}
Drift is observed over decades of time, so the useful rate is the derivative with respect to $\ln t$. Since $\partial x/\partial\ln t=x$,
\begin{equation}
\frac{\partial(1-s)}{\partial\ln t}=x\,e^{-x}.
\label{eq:single}
\end{equation}
This function vanishes as $x$ for $x\to0$ and exponentially for $x\to\infty$. Its derivative $(1-x)e^{-x}$ is zero at $x=1$, where the value is $1/e$. The total area is $\int xe^{-x}\,d\ln x=\int_0^\infty e^{-x}dx=1$, as it must be, since every centre relaxes once. A single barrier thus produces one burst of relaxation near $t=\tau$ and no steady drift. For independent centres with fixed barriers and one prefactor, a rate constant in $\ln t$ has to come from overlapping bursts of many barriers. What matters is the spread of $\ln\tau$, so a spread of prefactors at one barrier would serve as well. Without independence there is another route, since a single barrier that rises as relaxation proceeds can also give a nearly constant rate.

\section{The front}

Now regard $s$ as a function of $E$ at fixed $t$. Writing $t/\tau_0=\exp[\ln(t/\tau_0)]$,
\begin{equation}
x=\frac{t}{\tau_0}\,e^{-E/kT_a}=\exp\!\left[\frac{kT_a\ln(t/\tau_0)-E}{kT_a}\right]=e^{-y},\qquad y=\frac{E-E^*(t)}{kT_a}.
\label{eq:xy}
\end{equation}
The survival probability $s=\exp(-e^{-y})$ depends on $E$ and $t$ only through $y$. It is a profile of fixed shape that rises from $0$ at low barriers to $1$ at high barriers and passes through $1/e$ at $E=E^*$. Time only translates it, by
\begin{equation}
E^*(10\,t)-E^*(t)=kT_a\ln10
\end{equation}
per decade, which is $0.0595$~eV ($2.19\times10^{-3}$~hartree) at $300$~K, where $kT=0.025852$~eV.

The width follows by inversion. From $s=e^{-x}$, $x=-\ln s$, and Eq.~\eqref{eq:xy} gives $E(s)=E^*-kT_a\ln(-\ln s)$. Between $s=0.1$, where $-\ln s=\ln10$, and $s=0.9$, where $-\ln s=\ln(10/9)$,
\begin{equation}
E(0.9)-E(0.1)=kT_a\ln\frac{\ln10}{\ln(10/9)}=3.084\,kT_a ,
\end{equation}
or $0.0797$~eV at $300$~K. The profile is not symmetric about $E^*$. Above the front the relaxed fraction falls as $1-s\approx e^{-y}$, a simple exponential, while below it the unrelaxed fraction falls as a double exponential.

If the profile is replaced by a sharp step at $E^*$, a flat spectrum gives at once $N\approx G[E^*(t)-E_{\min}]$, linear in $\ln t$. Because the true profile translates rigidly, this estimate must have the right slope as long as the profile lies well inside the spectrum, and it can be wrong only by a constant. The asymmetry suggests that the constant is positive, since the tail of relaxed centres above $E^*$ is longer than the tail of unrelaxed centres below it.

\section{Flat spectrum, exactly}

The relaxed density is
\begin{equation}
N(t)=G\int_{E_{\min}}^{E_{\max}}\big(1-e^{-t/\tau(E)}\big)\,dE .
\label{eq:Ndef}
\end{equation}
Change the variable to $x$. From Eq.~\eqref{eq:xy}, $E=E^*-kT_a\ln x$ and $dE=-kT_a\,dx/x$. The lower limit $E_{\min}$ maps to $x_1=t/\tau_{\min}$ and the upper limit to $x_2=t/\tau_{\max}<x_1$. The minus sign is absorbed by exchanging the limits:
\begin{equation}
N=GkT_a\int_{x_2}^{x_1}\frac{1-e^{-x}}{x}\,dx=GkT_a\big[\mathrm{Ein}(x_1)-\mathrm{Ein}(x_2)\big],\qquad
\mathrm{Ein}(x)=\int_0^x\frac{1-e^{-u}}{u}\,du .
\label{eq:NEin}
\end{equation}
Both ends of $\mathrm{Ein}$ are needed. For small $x$, the series $(1-e^{-u})/u=1-u/2+\dots$ integrates to $\mathrm{Ein}(x)=x-x^2/4+\dots$. For large $x$, integrate by parts with $du/u=d\ln u$. The boundary term at $u=0$ vanishes because $u\ln u\to0$:
\begin{align}
\mathrm{Ein}(x)&=(1-e^{-x})\ln x-\int_0^x e^{-u}\ln u\,du\nonumber\\
&=(1-e^{-x})\ln x-\int_0^\infty e^{-u}\ln u\,du+\int_x^\infty e^{-u}\ln u\,du .
\end{align}
The middle integral is a pure number. Differentiating $\Gamma(s)=\int_0^\infty u^{s-1}e^{-u}du$ at $s=1$ shows that it is $\Gamma'(1)$, and Euler's constant is $\gamma=-\Gamma'(1)$; Gauss--Legendre quadrature of the integral in the variable $y=-\ln u$ gives $\gamma=0.577216$. The last integral is integrated by parts with $e^{-u}du=-d(e^{-u})$:
\begin{equation}
\int_x^\infty e^{-u}\ln u\,du=e^{-x}\ln x+E_1(x),\qquad E_1(x)=\int_x^\infty\frac{e^{-u}}{u}\,du .
\end{equation}
The terms $e^{-x}\ln x$ cancel, and
\begin{equation}
\mathrm{Ein}(x)=\ln x+\gamma+E_1(x),\qquad 0<E_1(x)<\frac{e^{-x}}{x},
\label{eq:Ein}
\end{equation}
where the bound comes from $1/u<1/x$ under the integral.

Three regimes follow from Eq.~\eqref{eq:NEin}.

At early times, $t\ll\tau_{\min}$, both arguments are small and $N\approx GkT_a\,t\,(1/\tau_{\min}-1/\tau_{\max})$. This agrees with direct first-order counting, $N\approx Gt\int dE/\tau(E)$, where $\int\tau_0^{-1}e^{-E/kT_a}dE=kT_a(1/\tau_{\min}-1/\tau_{\max})$. The contribution of a barrier falls as $e^{-(E-E_{\min})/kT_a}$, so the relaxation comes mostly from the lowest few $kT_a$ of the spectrum, and it grows linearly in time.

At late times, $t\gg\tau_{\max}$, both arguments are large, $\gamma$ cancels, and $N\to GkT_a\ln(x_1/x_2)=GkT_a\ln(\tau_{\max}/\tau_{\min})=G(E_{\max}-E_{\min})$. This is the total number of centres, as required.

In the window $\tau_{\min}\ll t\ll\tau_{\max}$ the first argument is large and the second small:
\begin{equation}
N=GkT_a\Big[\ln\frac{t}{\tau_{\min}}+\gamma+E_1(x_1)-x_2+\dots\Big].
\label{eq:Nwin}
\end{equation}
With $kT_a\ln(t/\tau_{\min})=kT_a\ln(t/\tau_0)-E_{\min}$, and dropping $E_1(x_1)$ and $x_2$, this is Eq.~\eqref{eq:Nres}. The sharp step that encloses the same number of centres as the true profile stands at $E^*+\gamma kT_a$, above $E^*$, with the sign expected from the asymmetry. The offset is $0.0149$~eV at $300$~K.

The logarithmic rate is elementary at all times. Since $d\,\mathrm{Ein}/d\ln x=1-e^{-x}$ and $d\ln x_{1,2}/d\ln t=1$,
\begin{equation}
\frac{dN}{d\ln t}=GkT_a\big[(1-e^{-x_1})-(1-e^{-x_2})\big]=GkT_a\big[e^{-t/\tau_{\max}}-e^{-t/\tau_{\min}}\big].
\label{eq:slope}
\end{equation}
The plateau value is $GkT_a$. Relative to it, the rate is low by $e^{-t/\tau_{\min}}$ at the lower edge, which disappears within a few $\tau_{\min}$, and by $t/\tau_{\max}$ at the upper edge, which is a slower, algebraic approach. The length of the window in $\ln t$ is $(E_{\max}-E_{\min})/kT_a$. As a limit, let the spectrum shrink to a width $\delta\ll kT_a$. Then $x_1=x_2e^{\delta/kT_a}\approx x_2(1+\delta/kT_a)$, the bracket becomes $x_2e^{-x_2}\,\delta/kT_a$, and the rate is $G\delta\,xe^{-x}$, the single-barrier result \eqref{eq:single} for $G\delta$ centres.

\section{How flat the spectrum must be}
\label{sec:flat}

Let the density depend on the barrier, $G(E)$, and let the front be many $kT_a$ from both edges so that the limits can be extended to infinity. Differentiating under the integral with Eq.~\eqref{eq:single} and using $dE=kT_a\,dy$, $x=e^{-y}$,
\begin{equation}
\frac{dN}{d\ln t}=kT_a\int_{-\infty}^{\infty}G(E^*+kT_a y)\,K(y)\,dy,\qquad K(y)=\exp(-y-e^{-y}).
\label{eq:kernel}
\end{equation}
The rate samples the spectrum through the Gumbel density $K$. Its moments come from one integral. With $K\,dy\to e^{-x}dx$ and $e^{sy}=x^{-s}$,
\begin{equation}
\int e^{sy}K(y)\,dy=\int_0^\infty x^{-s}e^{-x}dx=\Gamma(1-s),\qquad \mathrm{Re}\,s<1 .
\label{eq:mgf}
\end{equation}
At $s=0$ the norm is $\Gamma(1)=1$, so a constant $G$ returns $GkT_a$. The mean is the first derivative of $\ln\Gamma(1-s)$ at $s=0$, $\langle y\rangle=-\Gamma'(1)=\gamma$. The variance is the second derivative, $\psi'(1)$, with $\psi'=(\ln\Gamma)''$. To evaluate it, take the logarithm of $\Gamma(s+1)=s\Gamma(s)$ and differentiate twice, which gives $\psi'(s)=1/s^2+\psi'(s+1)$. Iterating from $s=1$, $\psi'(1)=\sum_{m=1}^{M}1/m^2+\psi'(M+1)$. The remainder $\psi'(s)$ is the variance of $\ln x$ under the density $x^{s-1}e^{-x}/\Gamma(s)$, which has mean $s$ and standard deviation $\sqrt s$, so its relative width and with it the remainder vanish as $s\to\infty$. The variance of $y$ is therefore $\sum1/m^2=\pi^2/6=1.6449$.

Expand $G$ about the mean position $\bar E=E^*+\gamma kT_a$. The linear term averages to zero and the quadratic term gives half the variance:
\begin{equation}
\frac{dN}{d\ln t}=kT_a\Big[G(\bar E)+\frac{\pi^2}{12}(kT_a)^2G''(\bar E)+\dots\Big].
\end{equation}
The series ends here for a quadratic $G$. When $(kT_a)^2|G''|\ll G$ at the equal-area front and the higher terms are smaller still, the rate is close to $kT_a$ times the density there.

Two cases are solved in closed form by Eq.~\eqref{eq:mgf}. For an exponential spectrum $G(E)=G_1e^{a(E-E_{\rm ref})}$ with $akT_a<1$,
\begin{equation}
\frac{dN}{d\ln t}=G_1kT_a\,e^{a(E^*-E_{\rm ref})}\,\Gamma(1-akT_a)\ \propto\ t^{\,akT_a}.
\label{eq:expspec}
\end{equation}
As $a\to0$ this returns the flat result. For $akT_a\ge1$ the integral diverges at large $y$, which means that the growth of the density outruns the Boltzmann factor and the upper edge of the spectrum controls the rate, so that the front picture is lost. Take $a=5$~eV$^{-1}$, $E_{\rm ref}=1$~eV, $T_a=300$~K and $\tau_0=10^{-13}$~s. Then $akT_a=0.12926$ and $\Gamma(1-akT_a)=1.0934$. At $1$~s the front is $E^*=0.77384$~eV and the rate in units of $G_1kT_a$ is $e^{5(0.77384-1)}\times1.0934=0.3529$. At $10^4$~s, with $E^*=1.01195$~eV, it is $e^{5(0.01195)}\times1.0934=1.1607$. The rate grows more than threefold over four decades, and with $\ln R$ linear in $N$ the local exponent would do the same.

For a ripple $G(E)=G_0[1+A\cos qE]$, put $s=iqkT_a\equiv i\theta$. The rate acquires an oscillation in $\ln t$ of relative amplitude $A|\Gamma(1-i\theta)|$. Using $\Gamma(1+i\theta)=i\theta\,\Gamma(i\theta)$ and Euler's reflection formula $\Gamma(z)\Gamma(1-z)=\pi/\sin\pi z$,
\begin{equation}
|\Gamma(1-i\theta)|^2=i\theta\,\Gamma(i\theta)\Gamma(1-i\theta)=\frac{i\pi\theta}{\sin(i\pi\theta)}=\frac{\pi\theta}{\sinh\pi\theta}.
\end{equation}
The factor tends to $1$ for $\theta\to0$, so long-wavelength structure passes unchanged, and the amplitude falls as $\sqrt{2\pi\theta}\,e^{-\pi\theta/2}$ for $\theta\gg1$. It never vanishes, so no ripple is removed completely, but structure with $qkT_a\gg1$ is suppressed exponentially. For a nearly constant rate the spectrum has to be flat after averaging with the kernel $K$, whose standard deviation is $\pi kT_a/\sqrt6=1.28\,kT_a$, across the range of barriers that the front sweeps during the observation. Coarser structure still shows: a ripple of period $5kT_a$ keeps $39\,\%$ of its amplitude.

\section{From relaxed centres to the Fermi level}

The resistance enters through an electronic model, and the one used here is a closure chosen for being solvable. The valence-band edge is the zero of energy and the conduction-band edge is at $E_g$. Carriers move in parabolic bands with equal masses $m$ and one constant mobility $\mu$; conduction through the gap states is neglected. The gap holds one-electron states of constant density $D$ (per volume and energy, spin included), neutral when filled up to a level $E_0$. Each unrelaxed centre carries a nondegenerate acceptor level at $E_A$, which disappears when the centre relaxes. The quantities $D$, $E_0$, $E_g$ and $\mu$ do not change with relaxation. The electrons are in equilibrium at the read temperature $T_r$, and the structure is frozen while the resistance is read. The acceptor density is
\begin{equation}
N_A(t)=G(E_{\max}-E_{\min})-N(t).
\end{equation}

\subsection{Occupations}

A one-electron state at energy $\varepsilon$ in contact with a reservoir at Fermi level $E_F$ has weights $1$ (empty) and $e^{-(\varepsilon-E_F)/kT_r}$ (filled), so its occupation is $f(\varepsilon)=1/[1+e^{(\varepsilon-E_F)/kT_r}]$. The acceptor is negative when filled, with probability $f_A=f(E_A)$.

For a parabolic band, periodic boundary conditions give a density $1/(2\pi)^3$ of wave vectors $\mathbf q$ per volume. With two spin states, the number of states per volume below $|\mathbf q|=q$ is $2\cdot\frac{4\pi}{3}q^3/(2\pi)^3=q^3/3\pi^2$. Substituting $q=(2m\epsilon/\hbar^2)^{1/2}$, where $\epsilon$ is the distance from the edge into the band, and differentiating,
\begin{equation}
g(\epsilon)=\frac{1}{2\pi^2}\Big(\frac{2m}{\hbar^2}\Big)^{3/2}\sqrt\epsilon .
\end{equation}
A valence state at energy $-\epsilon$ is empty with probability $1-f(-\epsilon)=1/[1+e^{(\epsilon+E_F)/kT_r}]$, so
\begin{equation}
p=\int_0^\infty\frac{g(\epsilon)\,d\epsilon}{1+e^{(\epsilon+E_F)/kT_r}} .
\label{eq:pFD}
\end{equation}
Let $z=e^{-E_F/kT_r}$ and $v=\epsilon/kT_r$. For $z<1$ the occupation expands as $ze^{-v}-z^2e^{-2v}+\dots$, and $\int_0^\infty\sqrt v\,e^{-jv}dv=(\sqrt\pi/2)\,j^{-3/2}$. Hence
\begin{equation}
p=N_Vz\big(1-2^{-3/2}z+\dots\big),\qquad N_V=\frac{\sqrt\pi}{4\pi^2}\Big(\frac{2mkT_r}{\hbar^2}\Big)^{3/2}=2\Big(\frac{mkT_r}{2\pi\hbar^2}\Big)^{3/2}.
\label{eq:pB}
\end{equation}
The two forms of $N_V$ agree because $2^{3/2}\sqrt\pi/4\pi^2=2^{-1/2}\pi^{-3/2}=2\,(2\pi)^{-3/2}$. The first term is the Boltzmann limit, with relative error $2^{-3/2}z$. By symmetry the electron density $n$ is the same function with $E_F$ replaced by $E_g-E_F$.

Gap states below $E_0$ are positive when empty, and those above $E_0$ are negative when filled. In units of $e$ their charge is
\begin{equation}
D\int_0^{E_0}(1-f)\,d\varepsilon-D\int_{E_0}^{E_g}f\,d\varepsilon=D\,[E_0-I],\qquad I=\int_0^{E_g}f\,d\varepsilon .
\end{equation}
An antiderivative of $f$ is $-kT_r\ln[1+e^{(E_F-\varepsilon)/kT_r}]$, as differentiation confirms. Evaluating it at the limits and extracting $e^{E_F/kT_r}$ from the first logarithm,
\begin{equation}
I=E_F+kT_r\ln(1+z)-kT_r\ln\!\big(1+e^{-(E_g-E_F)/kT_r}\big).
\label{eq:I}
\end{equation}
For a flat density the thermal smearing cancels between the two sides of $E_F$, and $I=E_F$ up to terms exponentially small in the distances to the band edges. At $T_r\to0$ the result is $I=E_F$ exactly, the filled length.

\subsection{Neutrality}

The total charge vanishes:
\begin{equation}
F\equiv p-n+D\,[E_0-I]-N_Af_A=0 .
\label{eq:neut}
\end{equation}
Insert Eq.~\eqref{eq:I}, write $f_A=1-(1-f_A)$, expand the small logarithms to first order and solve for the explicit $E_F$:
\begin{align}
E_F&=E_0-\frac{N_A}{D}+\delta,\label{eq:EF}\\
\frac{\delta}{kT_r}&=\frac{p-n+N_A(1-f_A)}{DkT_r}-z+e^{-(E_g-E_F)/kT_r}.\label{eq:delta}
\end{align}
When $E_F$ lies many $kT_r$ above $E_A$ and below $E_g$, and $p$, $n$ and $N_A(1-f_A)$ are all small against $DkT_r$, the shift $\delta$ is negligible against $kT_r$. This is the pinned regime. Each acceptor takes an electron from the top of the filled gap states, and $N_A$ acceptors lower the filling level by $N_A/D$. Removing an acceptor returns its electron, so relaxation raises $E_F$, away from the valence band:
\begin{equation}
E_F(t)-E_F(0)=\frac{N_A(0)-N_A(t)}{D}=\frac{N(t)}{D}.
\end{equation}
The limit $N_A\to0$ gives $E_F=E_0$, the definition of the neutral level.

A flat barrier spectrum has been shown to give a relaxed density linear in $\ln t$ within the window, and in the pinned regime this relaxation raises the Fermi level by $N(t)/D$. It remains to derive the resistance drift law and its corrections, test them in a worked example, and loosen the kinetic assumptions.

All numerical values are calculated from the stated model.
